# Natural Iteration for the fcc Tetrahedron Approximation: Descent and Critical Slowing: test program

```python
"""Natural iteration for the fcc tetrahedron cluster variation method.

Result under test: the update
    z' = exp(-e) * prod(y)^(1/2) * prod(x)^(-5/8) / Z
never raises the reduced grand potential F = Omega/(N kT), and its contraction
factor tends to 1 at a continuous transition.
z: 16 tetrahedron probabilities; y, x: pair and point marginals of z;
spins +1/-1 label the two species; bond energy -J*s*s'; K = J/kT; H = h/kT;
e: reduced tetrahedron energy; m: mean spin; c: nearest-neighbour correlation.
Energies are in units of |J|.
"""
from itertools import combinations, product
import numpy as np
from scipy.optimize import brentq, minimize
from scipy.special import xlogy

spins = np.array(list(product((1, -1), repeat=4)), dtype=float)
site_pairs = list(combinations(range(4), 2))
pair_sum = sum(spins[:, i] * spins[:, j] for i, j in site_pairs)
point_map = np.array([(spins[:, i] == a).astype(float)
                      for i in range(4) for a in (1, -1)])
pair_map = np.array([((spins[:, i] == a) & (spins[:, j] == b)).astype(float)
                     for i, j in site_pairs for a in (1, -1) for b in (1, -1)])
pair_back = 0.5 * pair_map.T.copy()
point_back = 0.625 * point_map.T.copy()


def tetra_energy(K, H=0.0):
    return -0.5 * K * pair_sum - H / 8 * spins.sum(axis=1)


def grand(z, e):
    y, x = pair_map @ z, point_map @ z
    return (2 * z @ e + 2 * xlogy(z, z).sum() - xlogy(y, y).sum()
            + 1.25 * xlogy(x, x).sum())


def step(z, e):
    w = np.exp(-e + pair_back @ np.log(pair_map @ z)
               - point_back @ np.log(point_map @ z))
    total = w.sum()
    return w / total, total


def product_state(m_sites):
    return np.prod((1 + np.asarray(m_sites) * spins) / 2, axis=1)


def converge(z, e, tol=1e-13, limit=20000):
    for _ in range(limit):
        new = step(z, e)[0]
        change = np.max(np.abs(new - z))
        z = new
        if change < tol:
            break
    return z


def log_jacobian(z, e, h=1e-5):
    """Finite-difference derivative of log z' with respect to log z."""
    columns = []
    for k in range(16):
        up, down = z.copy(), z.copy()
        up[k] *= np.exp(h)
        down[k] *= np.exp(-h)
        columns.append((np.log(step(up, e)[0]) - np.log(step(down, e)[0]))
                       / (2 * h))
    return np.array(columns).T


def top_rate(z, e):
    return np.max(np.linalg.eigvals(log_jacobian(z, e)).real)


def newton_polish(z, e):
    for _ in range(12):
        residual = np.log(step(z, e)[0]) - np.log(z)
        z = z * np.exp(np.linalg.solve(np.eye(16) - log_jacobian(z, e),
                                       residual))
        z = z / z.sum()
    assert np.max(np.abs(step(z, e)[0] - z)) < 1e-13
    return z


def relative_entropy(p, q):
    return np.sum(p * np.log(p / q))


def root_s(c):
    q = (1 + 3 * c) / (1 - c)
    return brentq(lambda s: s**3 - s**2 + s - q, 0, 5, xtol=1e-15)


def coupling_of_c(c):
    return np.log(root_s(c)) - 0.5 * np.log((1 + c) / (1 - c))


def uniform_gap(c):
    return (1 - 3 * c) * (1 - 5 * c) / (8 * (1 + c))


def sublattice_gap(c):
    return (1 - c) * (1 + 5 * c) / (8 * (1 + c))


uniform = np.full(16, 1 / 16)

# Cluster counting on the real fcc neighbour shell of one site.
shell = [np.array(v) for v in product((-1, 0, 1), repeat=3)
         if np.dot(v, v) == 2]


def adjacent(u, v):
    return np.dot(u - v, u - v) == 2


triangles_at_site = sum(adjacent(u, v) for u, v in combinations(shell, 2))
tetra_at_site = sum(adjacent(u, v) and adjacent(u, w) and adjacent(v, w)
                    for u, v, w in combinations(shell, 3))
a_triangle = 1 - 3 * tetra_at_site / triangles_at_site
a_pair = (1 - 3 * tetra_at_site / len(shell)
          - a_triangle * 2 * triangles_at_site / len(shell))
a_point = (1 - tetra_at_site - a_triangle * triangles_at_site
           - a_pair * len(shell))
assert (tetra_at_site / 4, len(shell) / 2) == (2, 6)
assert (a_triangle, a_pair, a_point) == (0, -1, 5)
print("Per site: tetrahedra %d, pairs %d; overcounting pair %d, point %d"
      % (tetra_at_site // 4, len(shell) // 2, a_pair, a_point))

# For an uncorrelated state F must reduce to the point (mean-field) expression.
m0, K0, H0 = 0.37, 0.21, 0.6
p = np.array([(1 + m0) / 2, (1 - m0) / 2])
assert abs(grand(product_state([m0] * 4), tetra_energy(K0, H0))
           - (-6 * K0 * m0**2 - H0 * m0 + p @ np.log(p))) < 1e-12

# Descent identity and bounds for random states, couplings and fields.
rng = np.random.default_rng(4)
worst_identity, least_drop, least_marginal = 0.0, np.inf, np.inf
for _ in range(500):
    z = rng.dirichlet(np.ones(16))
    e = tetra_energy(rng.uniform(-1, 1), rng.uniform(-2, 2))
    new, Z = step(z, e)
    drop = grand(z, e) - grand(new, e)
    marginal = (relative_entropy(pair_map @ new, pair_map @ z)
                - 1.25 * relative_entropy(point_map @ new, point_map @ z))
    identity = 2 * relative_entropy(z, new) + marginal
    worst_identity = max(worst_identity, abs(drop - identity))
    least_drop = min(least_drop, drop)
    least_marginal = min(least_marginal, marginal)
    assert grand(new, e) <= -2 * np.log(Z) + 1e-12
    assert -2 * np.log(Z) <= grand(z, e) + 1e-12
assert worst_identity < 1e-11 and least_drop > 0 and least_marginal > -1e-12
print("500 random steps: smallest decrease of F = %.4f" % least_drop)
print("  smallest marginal term = %.4f; largest identity error = %.1e"
      % (least_marginal, worst_identity))

# The fixed point agrees with a direct minimization of F.
e = tetra_energy(-0.2, 0.8)


def softmax(u):
    w = np.exp(u - u.max())
    return w / w.sum()


direct = minimize(lambda u: grand(softmax(u), e), np.zeros(16), method="BFGS",
                  options={"gtol": 1e-7})
fixed = converge(uniform, e)
assert abs(direct.fun - grand(fixed, e)) < 1e-8
assert np.max(np.abs(softmax(direct.x) - fixed)) < 1e-4
assert abs(grand(fixed, e) + 2 * np.log(step(fixed, e)[1])) < 1e-11
print("J=-1, kT=5, H=0.8: F by iteration %.8f, by direct search %.8f"
      % (grand(fixed, e), direct.fun))

# Worked history below the continuous transition.
kT = 9.5
e = tetra_energy(1 / kT)
z = product_state([0.9] * 4)
previous = grand(z, e)
print("History for J=1, h=0, kT=%.1f J: step, F, m" % kT)
for n in range(5001):
    if n in (0, 1, 2, 5, 20, 100, 500, 5000):
        print("  %4d  %.8f  %.6f" % (n, grand(z, e), z @ spins[:, 0]))
    z = step(z, e)[0]
    current = grand(z, e)
    assert current <= previous + 1e-13
    previous = current
ferro_F = grand(z, e)
assert z @ spins[:, 0] > 0.1
print("  contraction factor at the limit = %.5f" % top_rate(z, e))

# Spurious minimum: equal mixture of all-up and all-down tetrahedra.
corner = np.zeros(16)
corner[0] = corner[-1] = 0.5
corner_F = grand(corner, e)
assert abs(corner_F - (-6 / kT - np.log(2))) < 1e-12
z = 0.98 * corner + 0.02 * uniform
for _ in range(8):
    z = step(z, e)[0]
assert abs(grand(z, e) - corner_F) < 1e-6 and corner_F < ferro_F
print("  F of the spurious mixed state = %.6f" % corner_F)

# Continuous transition of the J > 0 alloy.
K_c = coupling_of_c(0.2)
dc = 1e-5
K_slope = (coupling_of_c(0.2 + dc) - coupling_of_c(0.2 - dc)) / (2 * dc)
a_slope = 5 / 24 * K_c / K_slope
e_c = tetra_energy(K_c)
z = converge(uniform, e_c)
assert abs(z @ pair_sum / 6 - 0.2) < 1e-9
assert abs(top_rate(z, e_c) - 1) < 1e-7
print("Critical point: s = %.6f, K_c = %.6f, kTc = %.5f J"
      % (root_s(0.2), K_c, 1 / K_c))
print("Predicted slope a of 1-lambda above Tc = %.5f" % a_slope)

# From an uncorrelated start m can rise at first, even above Tc, while F falls.
e = tetra_energy(K_c / 1.1)
z = product_state([1e-3] * 4)
new = step(z, e)[0]
first_factor = (new @ spins[:, 0]) / (z @ spins[:, 0])
assert first_factor > 1 and grand(new, e) < grand(z, e)
print("T=1.1 Tc, uncorrelated start: first step multiplies m by %.5f"
      % first_factor)

# Contraction and actual step counts above Tc.
print("Above Tc: T/Tc-1, c, lambda, steps for m 1e-4 to 1e-8 (predicted),")
print("          error in m once its change per step is below 1e-8")
for t in (0.1, 0.03, 0.01, 0.003):
    K = K_c / (1 + t)
    e = tetra_energy(K)
    z = converge(uniform, e)
    c = z @ pair_sum / 6
    lam = top_rate(z, e)
    assert abs(coupling_of_c(c) - K) < 1e-10
    assert abs(1 - lam - uniform_gap(c)) < 1e-7
    if t == 0.1:
        # Curvature of F along the slow direction gives the same factor.
        values, vectors = np.linalg.eig(log_jacobian(z, e))
        w = vectors[:, np.argmax(values.real)].real
        v = z * w / np.max(np.abs(w))
        h = 3e-4
        curvature = (grand(z + h * v, e) + grand(z - h * v, e)
                     - 2 * grand(z, e)) / h**2
        assert abs(curvature / (2 * np.sum(v**2 / z)) - (1 - lam)) < 1e-6
    # Tilt the relaxed disordered state so that only the slow mode is excited.
    z = z * (1 + 1e-3 / (1 + 3 * c) * spins.sum(axis=1))
    m, n, start, stop_error = z @ spins[:, 0], 0, None, None
    while m > 1e-8:
        z = step(z, e)[0]
        n += 1
        m_new = z @ spins[:, 0]
        if stop_error is None and abs(m - m_new) < 1e-8:
            stop_error = m_new
            assert abs(m_new / (m - m_new) * (1 - lam) / lam - 1) < 0.01
        m = m_new
        if start is None and m <= 1e-4:
            start = n
    count, predicted = n - start, np.log(1e4) / -np.log(lam)
    assert abs(count - predicted) < 0.01 * predicted + 2
    print("  %.3f  %.5f  %.6f  %6d (%.0f)  %.2e"
          % (t, c, lam, count, predicted, stop_error))

# Two sides of the transition.
print("Both sides: |T/Tc-1|, m below, 1-lambda above, below, ratio")
for t in (1e-2, 1e-3, 1e-4):
    e_up, e_low = tetra_energy(K_c / (1 + t)), tetra_energy(K_c / (1 - t))
    gap_up = 1 - top_rate(converge(uniform, e_up), e_up)
    guess = 3 * np.sqrt(t)
    z = product_state([guess] * 4)
    for _ in range(500):
        z = step(z, e_low)[0]
    z = newton_polish(z, e_low)
    m_low = z @ spins[:, 0]
    assert m_low > 0.5 * guess
    gap_low = 1 - top_rate(z, e_low)
    print("  %.0e  %.5f  %.4e  %.4e  %.4f"
          % (t, m_low, gap_up, gap_low, gap_low / gap_up))
assert abs(gap_up / t / a_slope - 1) < 0.01
assert abs(gap_low / gap_up - 2) < 0.05

# Algebraic decay exactly at Tc; its slope follows from the phase below Tc.
z = product_state([0.1] * 4)
inverse_square = {}
for n in range(1, 40001):
    z = step(z, e_c)[0]
    if n in (20000, 30000, 40000):
        inverse_square[n] = 1 / (z @ spins[:, 0])**2
slope_1 = (inverse_square[30000] - inverse_square[20000]) / 10000
slope_2 = (inverse_square[40000] - inverse_square[30000]) / 10000
expected = gap_low / m_low**2
assert abs(slope_2 / slope_1 - 1) < 0.05
assert abs(slope_2 / expected - 1) < 0.10
print("At Tc: growth of 1/m^2 per step = %.5f (from below Tc: %.5f)"
      % (slope_2, expected))
print("  m after 40000 steps from m=0.1: %.5f"
      % (1 / np.sqrt(inverse_square[40000])))

# J < 0: first-order coexistence of disorder and L1_0, and the spinodal.
K_s = coupling_of_c(-0.2)
e = tetra_energy(K_s)
assert abs(top_rate(converge(uniform, e), e) - 1) < 1e-7


def ordering_phases(temperature):
    energy = tetra_energy(-1 / temperature)
    ordered = converge(product_state([0.9, 0.9, -0.9, -0.9]), energy, 1e-12)
    return energy, ordered, converge(uniform, energy)


low, high = 1.01 / abs(K_s), 2.2
for _ in range(25):
    middle = (low + high) / 2
    e, ordered, disordered = ordering_phases(middle)
    if (ordered @ spins[:, 0] > 0.2
            and grand(ordered, e) < grand(disordered, e)):
        low = middle
    else:
        high = middle
e, ordered, disordered = ordering_phases(low)
m_order = ordered @ spins[:, 0]
c_dis = disordered @ pair_sum / 6
rate_ord, rate_dis = top_rate(ordered, e), top_rate(disordered, e)
assert m_order > 0.2
assert abs(grand(ordered, e) - grand(disordered, e)) < 1e-6
assert abs(1 - rate_dis - sublattice_gap(c_dis)) < 1e-7
assert 1 - rate_ord > 1e-3 and 1 - rate_dis > 1e-3
print("J=-1: L1_0/disorder coexistence at kT = %.5f |J|" % low)
print("  sublattice m = %.5f, c of disorder = %.5f" % (m_order, c_dis))
print("  lambda: ordered %.5f, disordered %.5f" % (rate_ord, rate_dis))
print("  disordered spinodal (lambda=1) at kT = %.5f |J|" % (1 / abs(K_s)))

print("checks complete")
```

Printed output:

```
Per site: tetrahedra 2, pairs 6; overcounting pair -1, point 5
500 random steps: smallest decrease of F = 0.0838
  smallest marginal term = 0.0072; largest identity error = 5.3e-15
J=-1, kT=5, H=0.8: F by iteration -0.86134920, by direct search -0.86134920
History for J=1, h=0, kT=9.5 J: step, F, m
     0  -0.71009419  0.900000
     1  -0.71409976  0.891102
     2  -0.71738117  0.881841
     5  -0.72499135  0.853974
    20  -0.74097080  0.743273
   100  -0.74705396  0.568511
   500  -0.74716873  0.528548
  5000  -0.74716873  0.528487
  contraction factor at the limit = 0.98422
  F of the spurious mixed state = -1.324726
Critical point: s = 1.353210, K_c = 0.099747, kTc = 10.02537 J
Predicted slope a of 1-lambda above Tc = 0.11681
T=1.1 Tc, uncorrelated start: first step multiplies m by 1.00517
Above Tc: T/Tc-1, c, lambda, steps for m 1e-4 to 1e-8 (predicted),
          error in m once its change per step is below 1e-8
  0.100  0.15949  0.988610     804 (804)  8.62e-07
  0.030  0.18504  0.996489    2619 (2619)  2.83e-06
  0.010  0.19462  0.998829    7863 (7863)  8.53e-06
  0.003  0.19834  0.999649   26256 (26256)  2.85e-05
Both sides: |T/Tc-1|, m below, 1-lambda above, below, ratio
  1e-02  0.26906  1.1707e-03  2.6620e-03  2.2739
  1e-03  0.09079  1.1685e-04  2.3845e-04  2.0408
  1e-04  0.02896  1.1681e-05  2.3413e-05  2.0043
At Tc: growth of 1/m^2 per step = 0.02788 (from below Tc: 0.02792)
  m after 40000 steps from m=0.1: 0.02879
J=-1: L1_0/disorder coexistence at kT = 1.89330 |J|
  sublattice m = 0.84669, c of disorder = -0.18853
  lambda: ordered 0.98206, disordered 0.98950
  disordered spinodal (lambda=1) at kT = 1.63239 |J|
checks complete
```
